# Ground state and critical current of a half-flux Josephson array

## Problem

Superconducting islands form a square lattice. Each nearest-neighbour pair is connected by an identical Josephson junction of critical current $I_c$. A perpendicular magnetic field puts half a flux quantum, $\Phi_0/2$ with $\Phi_0=h/2e$, through every plaquette. Here $e>0$ is the elementary charge.

The gauge-invariant phase of the junction from island $i$ to island $j$ is

$$\theta_{ij}=\varphi_j-\varphi_i-\frac{2\pi}{\Phi_0}\int_i^j\mathbf A\cdot d\mathbf l ,$$

with signs chosen so that the current from $i$ to $j$ is $I_c\sin\theta_{ij}$. The junction energy is $-E_J\cos\theta_{ij}$, with $E_J=\hbar I_c/2e$. Around a plaquette the island phases cancel up to multiples of $2\pi$, and the vector potential contributes $-\pi$. The four phases, taken counterclockwise, therefore add up to an odd multiple of $\pi$.

The array is classical and at zero temperature. Charging energy, disorder, edges and the magnetic field of the currents themselves are neglected.

1. Which phase pattern has the lowest energy, and what is that energy per site?
2. A uniform current is fed in along a lattice axis and slowly increased. Up to what current per row does this state remain static and stable?
3. What do the results give for $I_c=100$ nA, lattice constant $10\ \mu$m and 50 parallel rows?

## First estimate by scaling

The energy scale is $E_J$ and the current scale is $I_c$, so only numerical factors are needed. If four junctions share a phase of $\pi$ equally, each has a phase of size $\pi/4$. For small phases a junction then costs about $E_J\theta^2/2$ above its minimum $-E_J$. With two junctions per site,

$$\varepsilon_{\rm est}=-2E_J\left(1-\frac{\pi^2}{32}\right)\approx-1.383\,E_J .$$

Junctions with this phase already carry a circulating current $I_c\sin(\pi/4)\approx0.707\,I_c$. Suppose that this circulation stays fixed while a transport current is added, and that the array fails when its most heavily loaded junction reaches $I_c$. The available margin is

$$I_{\rm est}=\left(1-\frac1{\sqrt2}\right)I_c\approx0.293\,I_c .$$

Both suppositions about the current need examination.

## Exact solution

### The lowest energy

There is one plaquette per site, and each junction borders two plaquettes. The energy per site is therefore half the average plaquette energy:

$$\varepsilon=-\frac{E_J}{2}\left\langle\sum_{m=1}^4\cos\theta_m\right\rangle_{\rm plaquettes}.$$

The direction in which a junction is traversed does not matter here, because the cosine is even. Within one plaquette put $A=\theta_1+\theta_2$ and $B=\theta_3+\theta_4$. Then

$$\cos\theta_1+\cos\theta_2=2\cos\frac A2\cos\frac{\theta_1-\theta_2}{2}\le2\left|\cos\frac A2\right| ,$$

and likewise for the other pair. Since $A+B=\pi+2\pi n$, we have $B/2=\pi/2+\pi n-A/2$, so $|\cos(B/2)|=|\sin(A/2)|$. Hence

$$\sum_{m=1}^4\cos\theta_m\le2\left(\left|\cos\frac A2\right|+\left|\sin\frac A2\right|\right)=2\sqrt{1+|\sin A|}\le2\sqrt2 ,$$

which gives $\varepsilon\ge-\sqrt2\,E_J$.

Equality requires $|\cos(A/2)|=|\sin(A/2)|=1/\sqrt2$ and $|\cos[(\theta_1-\theta_2)/2]|=1$. With all phases reduced to $(-\pi,\pi]$, the last condition means $\theta_1=\theta_2$. The pair must then satisfy $2\cos\theta_1=\sqrt2$, so $\theta_1=\theta_2=\pm\pi/4$. In the same way $\theta_3=\theta_4=\pm\pi/4$. Opposite signs for the two pairs would give a total of zero, which the flux forbids. All four counterclockwise phases are thus $+\pi/4$, or all are $-\pi/4$.

Two neighbouring plaquettes traverse their common junction in opposite directions, so their circulations have opposite signs. The pattern is a checkerboard. It satisfies the flux condition everywhere, and at each island two currents of size $I_c/\sqrt2$ enter and two leave. The bound is therefore attained:

$$\boxed{\varepsilon_0=-\sqrt2\,E_J}$$

There are two such states, exchanged by reversing every circulation. Each is unique up to a common shift of all island phases.

### The checkerboard under current

Call a plaquette positive if its circulation at zero current is counterclockwise. Count horizontal phases to the right and vertical phases upward. A positive plaquette has phase $\alpha$ on its bottom, $\beta$ on its top, $\gamma$ on its right and $\delta$ on its left. Its negative neighbours then have $\beta$ on the bottom, $\alpha$ on the top, $\delta$ on the right and $\gamma$ on the left. The counterclockwise sums are

$$\alpha+\gamma-\beta-\delta=\pi ,\qquad \beta+\delta-\alpha-\gamma=-\pi ,$$

which are the same condition. It is satisfied by

$$\alpha=s+d,\quad\beta=s-d,\quad\gamma=t+\frac\pi2-d,\quad\delta=t-\frac\pi2+d .$$

Here $s$ and $t$ are the mean phase advances per horizontal and vertical junction. The undriven state has $s=t=0$ and $d=\pi/4$.

Each site has one horizontal and one vertical junction. Averaging over the two phases of each kind gives

$$\varepsilon=-\frac{E_J}{2}(\cos\alpha+\cos\beta+\cos\gamma+\cos\delta)
=-E_J(\cos s\cos d+\cos t\sin d) .$$

At the lower-left island of a positive plaquette, current conservation reads $\sin\alpha+\sin\delta=\sin\beta+\sin\gamma$. Since $\sin\alpha-\sin\beta=2\cos s\sin d$ and $\sin\gamma-\sin\delta=2\cos t\cos d$, it becomes

$$\cos s\sin d=\cos t\cos d .$$

This is also the condition $\partial\varepsilon/\partial d=0$. The other kind of island gives the same equation. On the branch that starts from the ground state both $\cos s$ and $\cos t$ are positive, so with $W=\sqrt{\cos^2s+\cos^2t}$,

$$\sin d=\frac{\cos t}{W},\qquad\cos d=\frac{\cos s}{W},\qquad\varepsilon(s,t)=-E_JW .$$

A vertical cut through the array crosses $\alpha$ and $\beta$ junctions alternately. The transport current per row is their average,

$$I=\frac{I_c}{2}(\sin\alpha+\sin\beta)=I_c\sin s\cos d=I_c\frac{\sin s\cos s}{W} .$$

It equals $(2e/\hbar)\,\partial\varepsilon/\partial s$, as it should. The transverse current is similarly $I_c\sin t\cos t/W$. It must vanish, and on the branch starting at $t=0$ this keeps $t=0$. Therefore

$$i\equiv\frac I{I_c}=\frac{\sin s\cos s}{\sqrt{1+\cos^2s}},\qquad\tan d=\frac1{\cos s} .$$

For small $s$ this gives $i\approx s/\sqrt2$. At zero flux all horizontal phases equal $s$ and $i=\sin s\approx s$, so frustration reduces the initial phase stiffness by a factor $1/\sqrt2$.

### The largest static current

Set $u=\cos^2s$ and square the current relation: $i^2(1+u)=u(1-u)$, or

$$u^2-(1-i^2)u+i^2=0 .$$

The root that starts from $u=1$ at zero current is

$$u=\frac{1-i^2+\sqrt{(1-i^2)^2-4i^2}}2 .$$

As $i$ grows from zero, the square root remains real as long as $1-i^2\ge2i$, that is, $(1+i)^2\le2$. The branch ends at

$$\boxed{I_{\max}=(\sqrt2-1)I_c}$$

At the end $u=(1-i^2)/2$ and $i^2=1-2i$, so $u=i=\sqrt2-1$. The mean phase advance there is $s=49.9^\circ$.

### Can another disturbance destroy the state earlier?

The result answers the question only if the state is stable all the way to the end of the branch. Let $\eta_i$ be small changes of the island phases at fixed $s$. The second-order energy is

$$\delta^2E=\frac{E_J}{2}\sum_{\langle ij\rangle}\cos\theta_{ij}(\eta_j-\eta_i)^2 .$$

Both vertical cosines equal $\sin d$. Define

$$P=\cos\alpha+\cos\beta,\quad R=\cos\alpha-\cos\beta,\quad Q=2\sin d .$$

The pattern has two kinds of island. For a wave with phase advances $k_x$ and $k_y$ per lattice step, the stiffness matrix, in units of $E_J$, has diagonal elements $P+Q$. Its off-diagonal element is

$$-(\cos\alpha\,e^{ik_x}+\cos\beta\,e^{-ik_x}+2\sin d\cos k_y)
=-(P\cos k_x+Q\cos k_y+iR\sin k_x),$$

and the other one is its complex conjugate. The eigenvalues are

$$\lambda_\pm=P+Q\pm|P\cos k_x+Q\cos k_y+iR\sin k_x| .$$

Both $P=2\cos s\cos d$ and $Q$ are positive. For given $c=|\cos k_x|$, the lower eigenvalue is smallest when $|\cos k_y|=1$ and the first two terms have the same sign. It is then non-negative if

$$(P+Q)^2-(Pc+Q)^2-R^2(1-c^2)
=(1-c)\left[(1+c)(P^2-R^2)+2PQ\right]\ge0 .$$

The bracket is linear in $c$, so it suffices to examine $c=0$ and $c=1$. At $c=1$ it equals $2(P^2+PQ-R^2)$. At $c=0$ it equals $(P^2+PQ-R^2)+PQ$, which is positive whenever the former is non-negative. The condition for every wave vector is thus $P^2+PQ-R^2\ge0$.

Now use $\cos d=\cos s\sin d$. It gives $P=2u\sin d$, while $R=-2\sin s\sin d$ gives $R^2=4(1-u)\sin^2d$. Division by $4\sin^2d$ leaves

$$u^2+u-(1-u)=u^2+2u-1\ge0,\qquad u\ge\sqrt2-1 .$$

This is the end point already found. Before it, every disturbance costs energy except the common shift of all phases, which changes nothing physical. The first mode to soften has a long wavelength along the current, because the dangerous limit is $c\to1$.

With the current imposed, the mean advances may also fluctuate. From $i^2=u(1-u)/(1+u)$,

$$\frac{d(i^2)}{du}=\frac{1-2u-u^2}{(1+u)^2} ,$$

which is negative before the threshold. Since $u$ falls as $s$ rises, $dI/ds>0$ and so $\partial^2\varepsilon/\partial s^2>0$. At $t=0$ one also has $\partial^2\varepsilon/\partial t^2=E_J/\sqrt{1+u}>0$, and the mixed derivative vanishes. The state is therefore stable at fixed current too. Because the stiffness does not vanish on the way, the continuation of the ground state is unique, and the assumed two-site pattern misses no branching.

In resistively shunted dynamics on a $6\times6$ periodic lattice, the array came to rest at $0.405\,I_c$ per row. At $0.425\,I_c$ the mean advance ran past $90^\circ$. These tests bracket the threshold. Following the static state numerically on the same lattice gives a largest current of $0.41421\,I_c$ per row, at a mean advance of $49.9^\circ$.

The threshold belongs to the ground state. The argument does not exclude a different metastable pattern that carries more current, and it does not cover other current directions. Edges and disorder can change the threshold, while thermal or quantum fluctuations can cause phase slips below it.

## Comparison of estimate and solution

The estimated energy, $-1.383\,E_J$, lies above the exact $-1.414\,E_J$ by about 2 % of the latter's magnitude. The equal sharing of phase was correct. The error comes from replacing $\cos\theta$ by $1-\theta^2/2$, which is too small at $\theta=\pi/4$.

The current estimate is too low by a factor $\sqrt2$, since $1-1/\sqrt2=(\sqrt2-1)/\sqrt2$. The exact solution separates two causes.

First, the circulation does not stay fixed. Its horizontal part is $(\sin\alpha-\sin\beta)/2=\cos s\sin d=\cos d$. This falls from $0.707$ at zero current to $0.541$ at threshold, where $d=57.2^\circ$, leaving more room for transport.

Second, a junction reaching $I_c$ does not end the static state. The first one does so at $\alpha=\pi/2$, where $d=\pi/2-s$. Then $\tan d=\cos s/\sin s=1/\cos s$, so $\sin s=\cos^2s$ and $\sin s=(\sqrt5-1)/2$. The transport current is

$$i=\sin s\cos d=\sin^2s=\frac{3-\sqrt5}{2}\approx0.382 .$$

Between $0.382\,I_c$ and $0.414\,I_c$ the $\alpha$ junctions are past $90^\circ$. Their stiffness $\cos\alpha$ is negative, but the surrounding junctions still stabilize them. An isolated junction under imposed current would have no such support.

## Numbers for the array

These are round model parameters, with no particular material implied. The junction energy is $E_J=205.41\ \mu$eV, and half a flux quantum per plaquette requires $B=\Phi_0/(2a^2)=10.34\ \mu$T, where $a$ is the lattice constant. The ground-state energy per site is

$$-1.41421\times205.41\ \mu{\rm eV}=-290.5\ \mu{\rm eV} .$$

At zero flux it would be $-2E_J$. Frustration thus costs $(2-1.41421)\times205.41\ \mu{\rm eV}=120.3\ \mu$eV per site.

At 40 nA per row, or $i=0.4$, the horizontal phases are $95.7^\circ$ and $-11.2^\circ$. Their sines are $0.995$ and $-0.195$, whose average is $0.400$, as required. One set of horizontal junctions carries nearly its full critical current forward, while the other carries a small current backward. The threshold is

$$0.41421\times100\ {\rm nA}=41.4\ {\rm nA\ per\ row},\qquad
50\times41.42\ {\rm nA}=2.07\ \mu{\rm A}$$

as the bulk value for 50 rows, compared with $5.00\ \mu$A at zero flux. From 40 nA to the threshold the mean advance grows from $42.2^\circ$ to $49.9^\circ$, although the current changes by less than 4 %. This rapid response comes from the square root in $u$, which vanishes at the threshold.

The self-field can be judged from the length $\Phi_0/(2\pi\mu_0I_c)=2.62$ mm. It is about five times the array width of 0.50 mm, so the junction inductance exceeds the geometric inductance, which is of order $\mu_0$ times the width. Neglecting the self-field is a reasonable first approximation here, but would fail for a much wider array or a much larger $I_c$. The classical zero-temperature treatment also requires a temperature far below about $0.45\,E_J/k_B\approx1.1$ K, where the checkerboard order is lost thermally ($E_J/k_B=2.38$ K), and a charging energy far below $E_J$. The contacts matter more than the number of rows suggests, because the static state can fail first at the edges where the current enters. In numerical solutions of a $50\times50$ array with equal currents fed into the edge islands, the static state ends near $0.345\,I_c$ per row, or $1.73\ \mu$A. With superconducting busbars it ends near $0.27\,I_c$, or about $1.3\ \mu$A. Arrays with 20 rows give almost the same values per row, so this reduction does not fade with size. The figure $2.07\ \mu$A is a bulk value, not a prediction for a contacted array.

## Table of computed values

```
LATTICE TESTS
lattice size: 6 x 6 sites, random starts: 150
largest sum of four cosines: 2.828427
lowest energy per site found: -1.41421356 EJ
largest static current on lattice: 0.41421356 Ic per row
mean phase advance there: 49.940 degrees
lowest mode, advance 0.01 rad below threshold: 5.27e-05 EJ
lowest mode, advance 0.01 rad above threshold: -1.02e-03 EJ
dynamics at 0.405 Ic: rests at 43.775 degrees
dynamics at 0.425 Ic: passes 90 degrees at time 137.7
  (time unit hbar/(2 e Ic R); current ramped during first 100 units)
PHASES IN DEGREES, ENERGY PER SITE IN EJ
I/Ic     s        d        alpha    beta     gamma    energy
0.0000    0.000   45.000   45.000  -45.000   45.000  -1.41421
0.2000   16.812   46.251   63.063  -29.439   43.749  -1.38432
0.4000   42.242   53.487   95.729  -11.245   36.513  -1.24421
0.4142   49.940   57.235  107.175   -7.295   32.765  -1.18921
EXAMPLE WITH ROUND MODEL PARAMETERS
junction critical current: 100 nA
lattice constant: 10 micrometre
parallel rows: 50
array width: 0.50 mm
screening length Phi0/(2 pi mu0 Ic): 2.62 mm
field for half a flux quantum: 10.339 microtesla
junction energy EJ: 205.41 micro-eV
EJ/kB: 2.384 K
ground energy per site: -290.50 micro-eV
cost relative to zero flux: 120.33 micro-eV
threshold current per row: 41.42 nA
threshold current of array: 2.071 microampere
zero-flux critical current of array: 5.000 microampere
```
